# The slope-squared growth term from constant speed along the surface normal: a numerical check

```python
"""Result under test: a surface z = h(x,y,t) growing at constant speed v along
its normal obeys dh/dt = v*sqrt(1+|grad h|^2). At small slope, in the frame
rising at v, this is dh/dt = (lambda/2)*|grad h|^2 with lambda = v.
Symbols: a ripple amplitude, L period, k = 2*pi/L, H = v*t added thickness,
eps = a*k steepest initial slope. Lengths in nm, times in min.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize

v, a, L, H = 50.0, 5.0, 200.0, 100.0
sticking, beam_fraction = 0.05, 0.10
density_g_cm3, molar_mass_g = 2.2, 60.08     # silicon dioxide, rough density
k = 2*np.pi/L
eps = a*k

# Exact law from the envelope of small spheres on a two-dimensional surface.
def bumpy(x, y):
    return 18*np.cos(k*x + 0.4) + 12*np.sin(k*y + 0.3*k*x)

def envelope_rate(x, y, delta=0.05):
    gains = []
    for side in (1, -1):
        def negative_gain(p):
            w = np.sqrt(1 + p @ p)
            change = bumpy(x + delta*p[0]/w, y + delta*p[1]/w) - bumpy(x, y)
            return -(side*change/delta + 1/w)
        gains.append(-minimize(negative_gain, np.zeros(2)).fun)
    return np.mean(gains)

for px, py in ((20., 10.), (55., 90.), (130., 35.)):
    d = 1e-3
    gx = (bumpy(px+d, py) - bumpy(px-d, py))/(2*d)
    gy = (bumpy(px, py+d) - bumpy(px, py-d))/(2*d)
    envelope_value = envelope_rate(px, py)
    assert abs(envelope_value - np.sqrt(1 + gx**2 + gy**2)) < 1e-5

# Coefficient lambda from the vertical speed of moving tilted planes.
def measured_lambda(normal_speed, step=1e-3):
    def vertical(s):
        theta = np.arctan(s)
        normal = np.array([-np.sin(theta), np.cos(theta)])
        return normal_speed(theta)/normal[1]
    return (vertical(step) - 2*vertical(0.) + vertical(-step))/step**2

lambda_iso = measured_lambda(lambda th: v)
lambda_beam = measured_lambda(lambda th: v*np.cos(th))
lambda_mixed = measured_lambda(
    lambda th: v*(1-beam_fraction) + v*beam_fraction*np.cos(th))
lambda_aniso = measured_lambda(lambda th: v*(0.8 + 0.2*np.cos(4*th)))
assert abs(lambda_iso/v - 1) < 1e-4
assert abs(lambda_beam/v) < 1e-4
assert abs(lambda_mixed/v - (1-beam_fraction)) < 1e-4
assert abs(lambda_aniso/v - (1 - 16*0.2)) < 1e-3

# Time integration in the moving frame, using thickness as the clock.
n = 256
x = np.arange(n)*L/n
wave = 2*np.pi*np.fft.rfftfreq(n, L/n)
wave[-1] = 0

def evolve(amplitude, thickness, rate, steps=400):
    h = amplitude*np.cos(k*x)
    dt = thickness/steps
    def f(g):
        return rate(np.fft.irfft(1j*wave*np.fft.rfft(g), n))
    for _ in range(steps):
        k1 = f(h)
        k2 = f(h + dt*k1/2)
        k3 = f(h + dt*k2/2)
        k4 = f(h + dt*k3)
        h = h + dt*(k1 + 2*k2 + 2*k3 + k4)/6
    return h

def full_rate(s):
    return np.sqrt(1 + s*s) - 1

def quadratic_rate(s):
    return s*s/2

h_full = evolve(a, H, full_rate)
h_quad = evolve(a, H, quadratic_rate)
h_etch = evolve(a, H, lambda s: -full_rate(s))

# New fronts must lie at distance H from the old surface, on either side.
for side, front in ((1, h_full), (-1, h_etch)):
    for i in range(0, n, 16):
        old_x = x[i] + np.linspace(-40, 40, 8001)
        old_h = a*np.cos(k*old_x)
        distance = np.hypot(x[i]-old_x, side*H + front[i]-old_h).min()
        assert abs(distance - H) < 1e-5

def periodic_spline(h):
    return CubicSpline(np.append(x, L), np.append(h, h[0]), bc_type="periodic")

# Independent check of both characteristic solutions.
x0 = np.linspace(0, L, 1001)
h0, s0 = a*np.cos(k*x0), -a*k*np.sin(k*x0)
root0 = np.sqrt(1 + s0**2)
assert np.max(abs(periodic_spline(h_quad)((x0-H*s0) % L)
                  - (h0-H*s0**2/2))) < 1e-5
assert np.max(abs(periodic_spline(h_full)((x0-H*s0/root0) % L)
                  - (h0+H/root0-H))) < 1e-5

# Mean rise, constant crest-to-valley height and error bound.
arc = quad(lambda q: np.sqrt(1 + (eps*np.sin(k*q))**2), 0, L,
           epsabs=1e-11)[0]
assert abs(h_full.mean() - H*(arc/L-1)) < 1e-7
assert abs(h_quad.mean() - H*eps**2/4) < 1e-7
assert abs(np.ptp(h_full) - 2*a) < 1e-7
assert abs(np.ptp(h_quad) - 2*a) < 1e-7
difference = h_quad - h_full
error_bound = H*eps**4/8
assert difference.min() > -1e-8 and difference.max() < error_bound

# At fixed H/H_cusp the height error must scale as amplitude cubed.
errors = []
for amp, thick in ((2., 250.), (1., 500.)):
    errors.append(np.max(abs(evolve(amp, thick, quadratic_rate)
                             - evolve(amp, thick, full_rate))))
error_ratio = errors[0]/errors[1]
assert abs(error_ratio/8 - 1) < 0.03

# First cusp: the map from old to new horizontal positions stops being monotone.
H_cusp = 1/(a*k**2)
fine = np.linspace(0, L, 20001)
fine_slope = -eps*np.sin(k*fine)
for tilt in (fine_slope, fine_slope/np.sqrt(1+fine_slope**2)):
    assert np.all(np.diff(fine - 0.98*H_cusp*tilt) > 0)
    assert np.any(np.diff(fine - 1.02*H_cusp*tilt) < 0)

def valley_width(h):
    spline = periodic_spline(h)
    return L - 2*brentq(lambda q: float(spline(q)), 0, L/2)

def rms_and_skew(h):
    u = h-h.mean()
    rms = np.sqrt(np.mean(u**2))
    return rms, np.mean(u**3)/rms**3

initial = a*np.cos(k*x)
width_initial, width_full, width_quad = map(
    valley_width, (initial, h_full, h_quad))
rms_initial, skew_initial = rms_and_skew(initial)
rms_full, skew_full = rms_and_skew(h_full)
rms_quad, skew_quad = rms_and_skew(h_quad)
assert width_full < width_initial and skew_full < 0
assert valley_width(h_etch) > width_initial and rms_and_skew(h_etch)[1] > 0

# Radical arrival on the initial ripple: open-sky view plus diffuse re-emission.
m = 800
dx = L/m
gx = np.arange(m)*dx
gh, gs = a*np.cos(k*gx), -eps*np.sin(k*gx)
norm = np.sqrt(1+gs**2)
rows = np.arange(m)[:, None]
offset = np.arange(1, m+1)[None, :]
exchange = np.zeros((m, m))
sky = np.zeros(m)
for side in (1, -1):
    cols = (rows + side*offset) % m
    run = offset*dx
    rise = gh[cols]-gh[:, None]
    elevation = rise/run
    visible = elevation >= np.maximum.accumulate(elevation, axis=1)-1e-14
    r = np.hypot(run, rise)
    cos_i = np.maximum((rise-side*run*gs[:, None])/(r*norm[:, None]), 0)
    cos_j = np.maximum((side*run*gs[cols]-rise)/(r*norm[cols]), 0)
    exchange[rows, cols] += visible*cos_i*cos_j*norm[cols]*dx/(2*r)
    horizon = np.arctan(elevation.max(axis=1))
    sky += np.cos(horizon-side*np.arctan(gs))/2
row_sum = exchange.sum(axis=1)
closure_error = np.max(abs(row_sum + sky - 1))
assert closure_error < 1e-4
# Remove the small quadrature error so that every view adds up to one.
exchange *= ((1-sky)/np.maximum(row_sum, 1e-300))[:, None]
arrival = np.linalg.solve(np.eye(m)-(1-sticking)*exchange, sky)
deficit = np.max(1-arrival)
deficit_unit = np.max(1-sky)
assert abs(deficit/(sticking*deficit_unit)-1) < 0.03

# Lambertian sky factor for a groove, from direct integration over directions.
half_angle = 1.1
polar = quad(lambda q: np.sin(q)**2, 0, np.pi)[0]
azimuth = quad(np.cos, -half_angle, half_angle)[0]
assert abs(polar*azimuth/np.pi-np.sin(half_angle)) < 1e-10

# Counting noise in a square patch one quarter period wide.
unit_volume = molar_mass_g/density_g_cm3/constants.N_A*1e21
patch_area = (L/4)**2
noise = np.sqrt(unit_volume*H/patch_area)
rng = np.random.default_rng(7)
counts = rng.poisson(H*patch_area/unit_volume, 20000)
assert abs(counts.std()*unit_volume/patch_area/noise-1) < 0.03

peak_full = v*full_rate(eps)
peak_quad = v*quadratic_rate(eps)
assert -v*eps**4/8 < peak_full-peak_quad < 0
slope_10 = brentq(lambda s: quadratic_rate(s)/full_rate(s)-1.1, 0.1, 2)
nu_equal = v*a/2
assert abs(nu_equal*a*k**2/peak_quad-1) < 1e-12

def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())

show("Normal growth speed v", v, "nm/min", 1)
show("Ripple amplitude a", a, "nm", 1)
show("Ripple period L", L, "nm", 1)
show("Added thickness H", H, "nm", 1)
show("Growth time", H/v, "min", 2)
show("Wavenumber k", k, "1/nm", 5)
show("Steepest initial slope", eps)
show("Steepest initial angle", np.degrees(np.arctan(eps)), "degree", 2)
show("Lambda, constant normal speed", lambda_iso, "nm/min", 2)
show("Peak excess rate, full law", peak_full, "nm/min")
show("Peak excess rate, quadratic law", peak_quad, "nm/min")
show("Slope for 10 percent error in excess rate", slope_10)
show("Angle for 10 percent error", np.degrees(np.arctan(slope_10)),
     "degree", 2)
show("Extra mean rise, full law", h_full.mean(), "nm")
show("Extra mean rise, quadratic law", h_quad.mean(), "nm")
show("Largest profile difference", difference.max(), "nm", 5)
show("Upper bound on profile difference", error_bound, "nm", 5)
show("Error ratio when amplitude halves at fixed H/H_cusp", error_ratio)
show("Cusp thickness", H_cusp, "nm", 2)
show("Cusp time", H_cusp/v, "min", 3)
show("H divided by cusp thickness", H/H_cusp)
show("Crest-to-valley height after growth", np.ptp(h_full), "nm")
show("Initial valley width at midheight", width_initial, "nm", 2)
show("Final valley width, full law", width_full, "nm", 3)
show("Final valley width, quadratic law", width_quad, "nm", 3)
show("Initial rms roughness", rms_initial, "nm")
show("Final rms roughness, full law", rms_full, "nm")
show("Final rms roughness, quadratic law", rms_quad, "nm")
show("Final skewness, full law", skew_full)
show("Final skewness, quadratic law", skew_quad)
show("Vertically directed fraction", beam_fraction, digits=2)
show("Lambda with directed fraction", lambda_mixed, "nm/min", 2)
show("Lambda/v for V=v*(0.8+0.2*cos(4 theta))", lambda_aniso/v, digits=3)
show("Radical sticking probability", sticking, digits=2)
show("Largest rate deficit at this sticking", v*deficit, "nm/min")
show("Largest rate deficit at unit sticking", v*deficit_unit, "nm/min")
show("Deficit/peak quadratic excess, this sticking", v*deficit/peak_quad)
show("Deficit/peak quadratic excess, unit sticking",
     v*deficit_unit/peak_quad)
show("Silicon dioxide density, rough", density_g_cm3, "g/cm3", 1)
show("Silicon dioxide formula-unit volume", unit_volume, "nm3")
show("Noise patch width", L/4, "nm", 1)
show("Counting noise in patch thickness", noise, "nm")
show("Smoothing coefficient matching peak excess", nu_equal, "nm2/min", 1)
print("PASS")
```

Output:

```
Normal growth speed v: 50.0 nm/min
Ripple amplitude a: 5.0 nm
Ripple period L: 200.0 nm
Added thickness H: 100.0 nm
Growth time: 2.00 min
Wavenumber k: 0.03142 1/nm
Steepest initial slope: 0.1571
Steepest initial angle: 8.93 degree
Lambda, constant normal speed: 50.00 nm/min
Peak excess rate, full law: 0.6131 nm/min
Peak excess rate, quadratic law: 0.6169 nm/min
Slope for 10 percent error in excess rate: 0.6633
Angle for 10 percent error: 33.56 degree
Extra mean rise, full law: 0.6140 nm
Extra mean rise, quadratic law: 0.6169 nm
Largest profile difference: 0.00752 nm
Upper bound on profile difference: 0.00761 nm
Error ratio when amplitude halves at fixed H/H_cusp: 7.9882
Cusp thickness: 202.64 nm
Cusp time: 4.053 min
H divided by cusp thickness: 0.4935
Crest-to-valley height after growth: 10.0000 nm
Initial valley width at midheight: 100.00 nm
Final valley width, full law: 84.530 nm
Final valley width, quadratic law: 84.442 nm
Initial rms roughness: 3.5355 nm
Final rms roughness, full law: 3.4549 nm
Final rms roughness, quadratic law: 3.4539 nm
Final skewness, full law: -0.2564
Final skewness, quadratic law: -0.2579
Vertically directed fraction: 0.10
Lambda with directed fraction: 45.00 nm/min
Lambda/v for V=v*(0.8+0.2*cos(4 theta)): -2.200
Radical sticking probability: 0.05
Largest rate deficit at this sticking: 0.0243 nm/min
Largest rate deficit at unit sticking: 0.4826 nm/min
Deficit/peak quadratic excess, this sticking: 0.0394
Deficit/peak quadratic excess, unit sticking: 0.7824
Silicon dioxide density, rough: 2.2 g/cm3
Silicon dioxide formula-unit volume: 0.0453 nm3
Noise patch width: 50.0 nm
Counting noise in patch thickness: 0.0426 nm
Smoothing coefficient matching peak excess: 125.0 nm2/min
PASS
```
